# Why the Pandey Chain Can Lower the Energy of Si(111) 2x1

Cut a silicon crystal along a (111) plane so that one bond per surface atom is broken. Each surface atom keeps three neighbours and one orbital pointing outward, a dangling bond holding one electron. A surface might be expected to lower its energy by removing such orbitals. The Pandey chain, the accepted structure of the cleaved surface with its 2x1 cell, does not: it has as many dangling bonds as the ideal surface, and it strains the lattice. What does it gain?

It changes which atoms carry the dangling bonds. On the ideal surface these hosts are second neighbours and their orbitals barely interact. In the chain they are bonded nearest neighbours, and their orbitals can form a pi band. Whether this gain pays for the strain is a separate, quantitative question.

## Moving one bond

Call the upper and lower atoms of the top double layer A and B, and the atoms beneath them C. On the ideal surface each A has three B neighbours; each B has three A neighbours and one C. A 2x1 cell contains two zigzag rows, A1–B1 and A2–B2. Each A1 has two bonds to B1 atoms of its own row and one to a B2. Likewise, each A2 has two bonds to B2 and one to B1.

Now replace the bond B1–C1 by A2–C1. The coordination numbers change as follows:

| | A1 | B1 | A2 | B2 | C1 |
|---|---|---|---|---|---|
| ideal | 3 | 4 | 3 | 4 | 4 |
| chain | 3 | 3 | 4 | 4 | 4 |

The number of missing bonds, $\sum_i(4-c_i)$ with $c_i$ the coordination of atom $i$, is 2 in both rows. The number of two-electron bonds is also unchanged, so two electrons per cell remain for the two dangling orbitals.

The hosts, however, were A1 and A2, which share no bond. They are now A1 and B1, which alternate along a zigzag row, each bonded to two of the other kind.

The price is visible in the rings of bonds. With D an atom below the C layer, the sixfold ring C1–B1–A2–B2–C2–D loses B1 and becomes fivefold. A sixfold ring on the other side, which ran from C1 through B1 to A1, must now pass through A2 as well and becomes sevenfold. Fitting such rings into the surrounding crystal strains bonds and angles, at a cost estimated below.

## What makes two dangling bonds interact

Take one orbital on each of two sites, with energies $\pm D/2$ and hopping $-t$, where $t>0$:

$$H=\begin{pmatrix}D/2&-t\\-t&-D/2\end{pmatrix},\qquad E_\pm=\pm\sqrt{D^2/4+t^2}.$$

The splitting is $s=E_+-E_-=\sqrt{D^2+4t^2}$. For $D=0$ two electrons in the lower level gain $t$ per atom.

To extract $t$ from computed levels, write the lower state as $(\cos\theta,\sin\theta)$ and the upper as $(-\sin\theta,\cos\theta)$. Rebuilding the off-diagonal element from the eigenstates gives $-t=(E_--E_+)\sin\theta\cos\theta$. With $w=\cos^2\theta$ the weight on the first site,

$$t=s\sqrt{w(1-w)}.$$

Being neighbours is not sufficient. Let two p orbitals stand perpendicular to their common bond, and turn one about the bond by an angle $\tau$. It becomes $\cos\tau\,p_\parallel+\sin\tau\,p_\perp$. The $p_\perp$ part has no matrix element with the other orbital, because the two have opposite parity under reflection in the plane containing the bond and that other orbital. For bare p orbitals, therefore, $t(\tau)=t(0)\cos\tau$.

Electronic-structure levels of planar Si$_2$H$_4$ with a 0.235 nm bond show the two extremes. The splitting is 2.28 eV when the orbitals are parallel and vanishes to the printed accuracy when one end is turned by 90°, at the same bond length. Measured from the twisted level, the parallel levels lie at $-0.90$ and $+1.38$ eV, not at the symmetric $\pm t$ of the model, so half the splitting overstates the drop of the occupied level.

## The half-filled chain

Treat the chain as flat, with equivalent sites and equal bonds. Measure energy from the state with one localized electron per site. With $k$ the phase change from one site to the next, $\varepsilon_k=-2t\cos k$. One electron per site fills half the band, $|k|<\pi/2$, with two spins:

$$E_{\rm chain}=2\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}\,(-2t\cos k)=-\frac{2t}{\pi}\Big[\sin k\Big]_{-\pi/2}^{\pi/2}=-\frac{4t}{\pi}.$$

The gain is $1.27t$ per atom, more than the $t$ of an isolated pair, because each atom shares its electron with two neighbours. Half filling matters: a full band would include the antibonding states, and its energies would sum to zero.

## The ideal surface has a band too

The ideal dangling bonds form a triangular lattice with six neighbours each and a hopping of magnitude $t'$. Its gain can be bounded without finding the band in detail.

Let $\langle\cdots\rangle$ denote an average over the band states of one spin. There is no on-site term, so $\langle\varepsilon\rangle=0$. At half filling the Fermi level $\mu$ is the median of the levels: half lie below it and half above. Writing $\int_<$ and $\int_>$ for the contributions of the two halves to an average,

$$\langle|\varepsilon-\mu|\rangle=\int_>\varepsilon-\int_<\varepsilon-\frac{\mu}{2}+\frac{\mu}{2}=-2\int_<\varepsilon=-E_{\rm ideal}.$$

The second equality uses $\int_>\varepsilon=-\int_<\varepsilon$; the last uses the two spins.

The derivative of $\langle|\varepsilon-c|\rangle$ with respect to $c$ is the fraction of levels below $c$ minus the fraction above. The average is therefore smallest at the median, and replacing $\mu$ by zero cannot reduce it. The Cauchy–Schwarz inequality then gives

$$-E_{\rm ideal}\le\langle|\varepsilon|\rangle\le\sqrt{\langle\varepsilon^2\rangle}=\sqrt6\,t'.$$

The last step holds because $\langle\varepsilon^2\rangle$ is the diagonal element $(H^2)_{ii}=\sum_j|H_{ij}|^2$, with six equal terms.

The chain is thus sure to have the larger band gain when $4t/\pi>\sqrt6\,t'$, that is, when $t/t'>\pi\sqrt6/4=1.92$. Summing the triangular band numerically gives a gain of $1.98t'$, below the bound of $2.45t'$. Per unit of hopping, the ideal surface actually does better than the chain, since it has more neighbours. The chain must win through the size of $t$.

## Strain and the shape of the chain

The elastic cost is estimated with the Keating energy,

$$E_{\rm K}=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}{3}\right)^2.$$

Here $d$ is the bulk bond length, and $\mathbf r,\mathbf r'$ are two bonds leaving one atom. Both terms vanish in the ideal crystal.

The constants can be checked against uniform expansion by a small strain $e$. Each atom has two bonds of its own, contributing $3\alpha d^2e^2$, and six angles, contributing $\beta d^2e^2$. Equate the sum to $\tfrac92Be^2a^3/8$, with $B$ the bulk modulus, $a^3/8$ the volume per atom and $d^2=3a^2/16$. The result is $B=(3\alpha+\beta)/(3a)$. The rough values $\alpha=48$ N/m, $\beta=14$ N/m and $d=0.235$ nm give 97 GPa, suitable for silicon.

I minimized this energy for a twelve-layer slab with the switched bond, holding the in-plane cell and the lowest double layer fixed. The host separation falls from 0.384 nm on the ideal surface to 0.236 nm in the chain. The three bond angles at each host add up to about 345°, between the tetrahedral sum of 328° and the planar 360°. The elastic network alone produces this flattening, for no pi energy entered the minimization. Neighbouring orbital axes, each taken at equal angles to its atom's three bonds, differ by a torsion of 38° about the bond. They are partly aligned, not parallel.

## Numbers for silicon

The hoppings come from hydrogen-capped clusters cut from the two geometries. I used the two singly occupied levels of the triplet state, at the restricted open-shell PBE/6-31G* level. These are orbital energies of an approximate functional, in clusters without the extended substrate.

For the ideal surface, the splitting of 0.037 eV gives $t'=0.019$ eV. For the chain, 1.095 eV gives $t=0.547$ eV. The ratio is 29, far above the sufficient value of 1.92. The digits are not converged: a triple-zeta silicon basis gives $t'\approx0.021$ eV and $t=0.536$ eV, a ratio of 25, and lowers the balance below by 0.02 eV. The two spin channels taken separately give $t'$ from 0.006 to 0.044 eV and $t$ from 0.50 to 0.59 eV. The band gains per surface atom are

$$\frac4\pi(0.5472)=0.697\ {\rm eV},\qquad1.977(0.0186)=0.037\ {\rm eV}.$$

The extra electronic gain is 0.66 eV. The strain energy is 0.53 eV per surface atom, so the balance is

$$0.697-0.037-0.529=0.13\ {\rm eV}$$

in favour of the chain. At this strain and $t'$, the chain breaks even at $t=(\pi/4)(0.529+0.037)=0.44$ eV. With $t$ and the strain held fixed instead, break-even requires $t'=(0.697-0.529)/1.977=0.085$ eV. This margin is less safe than the ratio of 29 suggests. The strain is nearly proportional to the rough constant $\beta$: it is 0.46 eV for $\beta=12$ N/m and 0.28 eV for $\beta=7$ N/m, and 0.45 eV if the bulk angle terms are dropped at the threefold hosts. The margin also depends on the choice of triplet levels: in a similarly pyramidal and twisted Si$_2$H$_4$ pair, the closed-shell levels give a hopping about a fifth smaller, and the same reduction in the chain would remove the margin. The small ideal-surface cluster also leaves out coupling between dangling bonds through the substrate, which could raise $t'$ several-fold and cancel the balance. An empirical nearest-neighbour $sp^3s^*$ tight-binding slab of the same geometries gives band gains of 0.15 eV for the ideal surface, equivalent to $t'\approx0.08$ eV, and only 0.36 eV for the chain. The balance further assumes that a localized dangling bond has the same energy on both surfaces; in that slab the chain band is centred about 0.36 eV higher.

The chain hopping is only about half the planar value of 1.14 eV. For bare p orbitals, torsion alone would leave $1.14\cos38^\circ=0.90$ eV. The rest of the reduction comes from what that rule omits, notably the pyramidal shape of the hosts. I have not divided it into separate contributions.

## Repulsion makes the balance delicate

Let two electrons on one site cost $U\ge0$. On the ideal surface this term cannot lower any state's energy, so the gain remains at most $\sqrt6\,t'$. In the chain, the uncorrelated half-filled state has each spin present on a site with probability 1/2, hence double occupation 1/4. By the variational principle the true gain is at least $4t/\pi-U/4$. With the same rough $U=1$ eV on both surfaces,

$$0.697-0.250-2.449(0.0186)=0.40\ {\rm eV}$$

is a lower bound on the extra electronic gain. Within the model, the driving force survives a repulsion of this size. The value of $U$ is assumed, not computed. In the chain cluster the closed-shell singlet lies only 0.15 eV below the triplet, against $2t-U/2=0.59$ eV from the model; agreement would need $U\approx1.9$ eV, a value for a small cluster without screening by the solid. The bound stays positive only for $U<4(0.697-0.046)=2.6$ eV; beyond that it no longer guarantees the chain an electronic advantage.

Subtracting the strain leaves $-0.13$ eV. As a lower bound on the net gain, this does not prove that the chain loses. An exactly diagonalized six-site ring with the same $t$ and $U$ gives a gain of 0.51 eV per atom, slightly below the strain. At zero $U$ such a ring overstates the long-chain gain, 0.73 against 0.70 eV. At $U=1$ eV the model therefore suggests near balance, slightly against the chain.

The uncorrelated comparison gives $+0.13$ eV because both surfaces then pay the same $U/4$, which cancels. The ideal surface can avoid that payment by localizing its electrons, at the loss of very little band energy.

One omission has a definite direction. The geometry minimized strain alone; minimizing strain minus pi gain together can only lower the model's chain energy. Further flattening could raise $t$ towards its planar value, though I have not computed the optimum.

## Beside the real surface

First-principles total energies place the real chain below the ideal surface by a few tenths of an eV per surface atom, roughly. The estimate of 0.13 eV has that sign but is small, and the result with repulsion shows that this simple model cannot establish the sign securely.

The real surface is also semiconducting, with a gap of roughly half an eV, whereas the uniform chain without repulsion is metallic. Repulsion alone also opens a gap in a half-filled uniform chain, but at $U=1$ eV and the present $t$ that gap is below 0.1 eV. Buckling, which makes the two hosts inequivalent, breaks the assumption of equal sites. An offset $D$ between them couples $k$ to $k+\pi$ and gives $\varepsilon=\pm\sqrt{D^2/4+4t^2\cos^2k}$, with gap $D$. For $D=0.5$ eV the one-electron gain grows by 0.06 eV per atom, before the elastic and charging costs of buckling. Thermal excitation barely changes the uniform chain's band energy, which rises by 0.6 meV per atom at 300 K. The ideal surface is more sensitive, because there the thermal energy $k_{\rm B}T=0.026$ eV exceeds the cluster value of $t'$; its thermal energy and entropy are left out of this comparison.

The numerical output follows.

## Table of computed values

```
input bond length: 0.235 nm
input Keating alpha, beta: 48, 14 N/m
input Si-H cap length: 0.148 nm
input on-site repulsion U: 1.00 eV
2x1 cell sides: 0.6647 x 0.3838 nm
dangling bonds per cell, ideal and chain: 2, 2
bonds between host atoms per cell, ideal and chain: 0, 2
ring sizes, ideal: [6]; chain: [5, 6, 7]
host separation, ideal surface: 0.3838 nm
host separation, relaxed chain: 0.2355 nm
relaxed bond range: 0.2290 to 0.2403 nm
bond-angle sums at chain atoms A1, B1: 344.4, 345.9 deg
torsion between neighbouring orbital axes: 38.0 deg
heights of chain atoms A1, B1: 0.0464, 0.0439 nm
Keating bulk modulus: 97.1 GPa
ideal cluster level splitting: 0.0373 eV
ideal hopping t': 0.0186 eV
chain cluster level splitting: 1.0950 eV
chain hopping t: 0.5472 eV
orbital weight on host atoms, ideal, chain: 0.866, 0.990
planar Si2H4 hopping: 1.1408 eV
planar Si2H4 splitting at 0 and 90 deg: 2.2816, 0.00000 eV
hopping ratio t/t': 29.37
sufficient ratio pi sqrt(6)/4: 1.9238
chain gain coefficient, 402-site ring: 1.27325
chain gain coefficient 4/pi: 1.27324
triangular coefficient, 900 sites and k mesh: 1.9778, 1.9766
triangular upper bound sqrt(6): 2.4495
chain band gain: 0.6967 eV per surface atom
ideal band gain: 0.0368 eV per surface atom
extra band gain of chain: 0.6599 eV per surface atom
Keating strain, 12 layers: 0.5288 eV per surface atom
Keating strain, 8 layers: 0.5301 eV per surface atom
extra band gain minus strain: 0.1311 eV per surface atom
conservative extra gain with U: 0.4010 eV per surface atom
conservative gain minus strain: -0.1278 eV per surface atom
six-site ring energy, U=0: -0.7296 eV per atom
six-site ring energy, with U: -0.5107 eV per atom
upper bound for that ring: -0.4796 eV per atom
input buckling site offset: 0.50 eV
one-electron gain from offset: 0.0609 eV per atom
thermal energy kT at 300 K: 0.02585 eV
thermal rise of chain band energy: 0.641 meV per atom
```
